# Spin-orbit splitting of p states from λ L·σ: verification in Python

```python
"""
Result under test: H = lam * L.sigma on p states has eigenvalues
+lam (four times) and -2*lam (twice), so the splitting is 3*lam.

L      orbital angular momentum in units of hbar, for l = 1
sigma  Pauli matrices (spin S = sigma/2)
lam    spin-orbit energy in eV
delta  extra energy of the p_z orbital relative to p_x and p_y, in eV
Basis: (p_x, p_y, p_z) times (spin up, spin down).
The example uses rough, round values in the regime of germanium.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# Orbital matrices from the differential operator -i r x grad
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
radial = sp.exp(-(x**2 + y**2 + z**2))
L = np.zeros((3, 3, 3), dtype=complex)
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    for col in range(3):
        f = coords[col] * radial
        g = -sp.I * (coords[a] * sp.diff(f, coords[b])
                     - coords[b] * sp.diff(f, coords[a]))
        image = sp.expand(sp.simplify(g / radial))
        for row in range(3):
            L[k, row, col] = complex(image.coeff(coords[row], 1))
        rebuilt = sum(image.coeff(c, 1) * c for c in coords)
        assert sp.simplify(image - rebuilt) == 0

levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
assert np.allclose(L, -1j * levi)
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    assert np.allclose(L[a] @ L[b] - L[b] @ L[a], 1j * L[k])

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one2, one3, one6 = np.eye(2), np.eye(3), np.eye(6)
A = sum(np.kron(L[k], sigma[k]) for k in range(3))
L_squared = sum(np.kron(L[k] @ L[k], one2) for k in range(3))

# Operator identity, trace, and total angular momentum
assert np.allclose(L_squared, 2 * one6)
assert np.allclose(A @ A, L_squared - A)
assert abs(np.trace(A)) < 1e-12
J = [np.kron(L[k], one2) + np.kron(one3, sigma[k]) / 2 for k in range(3)]
J_squared = sum(m @ m for m in J)
assert np.allclose(J_squared, L_squared + 0.75 * one6 + A)

# Spectrum by numerical diagonalisation
lam = 0.10
levels = np.linalg.eigvalsh(lam * A)
assert np.allclose(levels, [-2 * lam] * 2 + [lam] * 4, atol=1e-12)
splitting = levels[-1] - levels[0]
assert abs(splitting - 3 * lam) < 1e-12
LS = sum(np.kron(L[k], sigma[k] / 2) for k in range(3))
levels_LS = np.linalg.eigvalsh(lam * LS)
splitting_LS = levels_LS[-1] - levels_LS[0]
assert abs(splitting_LS - 1.5 * lam) < 1e-12

# Explicit eigenvectors; order x up, x down, y up, y down, z up, z down
lower = np.array([[0, 1, 0, 1j, 1, 0],
                  [1, 0, -1j, 0, 0, -1]]) / np.sqrt(3)
upper = np.array([
    np.array([1, 0, 1j, 0, 0, 0]) / np.sqrt(2),
    np.array([0, 1, 0, -1j, 0, 0]) / np.sqrt(2),
    np.array([0, 1, 0, 1j, -2, 0]) / np.sqrt(6),
    np.array([1, 0, -1j, 0, 0, 2]) / np.sqrt(6)])
states = np.vstack((lower, upper))
assert np.allclose(states.conj() @ states.T, one6)
for v in lower:
    assert np.allclose(A @ v, -2 * v)
    assert np.allclose(J_squared @ v, 0.75 * v)
for v in upper:
    assert np.allclose(A @ v, v)
    assert np.allclose(J_squared @ v, 3.75 * v)

# Zone centre of an sp3 diamond crystal from explicit bond sums
Es, Ep, Vss, Vsp, Vpp_sigma, Vpp_pi = -6.0, 2.0, -1.7, 2.3, 2.7, -0.7
bonds = np.array([[1, 1, 1], [1, -1, -1],
                  [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
hop = np.zeros((4, 4))
for n in bonds:
    hop[0, 0] += Vss
    hop[0, 1:] += Vsp * n
    hop[1:, 0] -= Vsp * n
    hop[1:, 1:] += (Vpp_sigma * np.outer(n, n)
                    + Vpp_pi * (one3 - np.outer(n, n)))
assert np.allclose(hop[0, 1:], 0) and np.allclose(hop[1:, 0], 0)
assert np.allclose(hop[1:, 1:], hop[1, 1] * one3)
site = np.kron(np.diag([Es, Ep, Ep, Ep]), one2).astype(complex)
site[2:, 2:] += lam * A
hop_spin = np.kron(hop, one2)
crystal = np.block([[site, hop_spin], [hop_spin.conj().T, site]])
bands = np.linalg.eigvalsh(crystal)
valence, antibonding = bands[2:8], bands[10:16]
for group in (valence, antibonding):
    assert np.ptp(group[:2]) < 1e-10 and np.ptp(group[2:]) < 1e-10
    assert abs(group[-1] - group[0] - 3 * lam) < 1e-10

# Axial term: closed formula against the full six-state matrix
Pz = np.kron(np.diag([0, 0, 1]), one2)
P_lower = lower.T @ lower.conj()


def axial_levels(delta):
    root = np.sqrt((delta + lam)**2 + 8 * lam**2)
    return np.array([lam, (delta - lam + root) / 2,
                     (delta - lam - root) / 2])


for delta in (-0.5, -0.1, 0.0, 0.03, 0.4):
    numeric = np.linalg.eigvalsh(lam * A + delta * Pz)
    formula = np.sort(np.repeat(axial_levels(delta), 2))
    assert np.allclose(numeric, formula, atol=1e-12)

# Hole motion along a cube axis, with rough Luttinger parameters
gamma1, gamma2 = 13.0, 4.0
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
along = -(gamma1 + 4 * gamma2) * kinetic
across = -(gamma1 - 2 * gamma2) * kinetic
D = np.kron(np.diag([across, across, along]), one2)
k_small = 0.005
numeric = np.linalg.eigvalsh(lam * A + D * k_small**2)
luttinger = np.array([
    -2 * lam - gamma1 * kinetic * k_small**2,
    lam - (gamma1 + 2 * gamma2) * kinetic * k_small**2,
    lam - (gamma1 - 2 * gamma2) * kinetic * k_small**2])
# The neglected terms are of fourth order in k, below 1e-8 eV here
assert np.allclose(numeric, np.repeat(luttinger, 2), atol=1e-8)

T = 300.0
kT = const.k * T / const.e
k_thermal = np.sqrt(kT / -across)
width = 5.0
k_film = np.pi / width
delta_thermal = (along - across) * k_thermal**2
delta_film = (along - across) * k_film**2

# Film with hard walls: finite differences against k = pi/width
points = 120
h = width / (points + 1)
minus_d2 = (2 * np.eye(points) - np.eye(points, k=1)
            - np.eye(points, k=-1)) / h**2
film = np.kron(minus_d2, D) + np.kron(np.eye(points), lam * A)
film_levels = np.linalg.eigvalsh(film)
film_formula = across * k_film**2 + axial_levels(delta_film)
# Grid error is about (k*h)**2/12 of the kinetic energy, under 1e-4 eV
assert abs(film_levels[-1] - film_formula[0]) < 1e-4
for energy in film_formula:
    assert np.min(abs(film_levels - energy)) < 1e-4

# Biaxial compression with rough deformation potential and elastic ratio
b_def, e_xx, elastic_ratio = -2.5, -0.01, 0.75
e_zz = -elastic_ratio * e_xx
delta_strain = 3 * b_def * (e_zz - e_xx)

fermi_depth = 0.10
boltzmann = np.exp(-splitting / kT)
occupation = 1 / (np.exp((splitting - fermi_depth) / kT) + 1)

print(f"spin-orbit parameter lambda = {lam:.2f} eV")
print("six eigenvalues (eV):", " ".join(f"{e:.3f}" for e in levels))
print(f"splitting for lambda L.sigma = {splitting:.3f} eV")
print(f"splitting / lambda = {splitting / lam:.6f} (no unit)")
print(f"splitting for lambda L.S = {splitting_LS:.3f} eV")
print(f"crystal model: Es = {Es:.1f} eV, Ep = {Ep:.1f} eV")
print(f"crystal model: Vss = {Vss:.1f} eV, Vsp = {Vsp:.1f} eV")
print(f"crystal model: Vpp_sigma = {Vpp_sigma:.1f} eV")
print(f"crystal model: Vpp_pi = {Vpp_pi:.1f} eV")
print(f"summed p-p coupling = {hop[1, 1]:.4f} eV")
print("valence p levels (eV):", " ".join(f"{e:.4f}" for e in valence))
print(f"valence splitting = {np.ptp(valence):.4f} eV")
print(f"antibonding p splitting = {np.ptp(antibonding):.4f} eV")
print(f"gamma1 = {gamma1:.1f}, gamma2 = {gamma2:.1f} (no unit, rough)")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"thermal heavy-hole wavevector = {k_thermal:.3f} 1/nm")
print(f"film width = {width:.1f} nm, pi/width = {k_film:.3f} 1/nm")
print(f"deformation potential b = {b_def:.1f} eV (rough)")
print(f"in-plane strain = {100 * e_xx:.2f} %")
print(f"out-of-plane strain = {100 * e_zz:.2f} %")
for name, delta in (("strain", delta_strain),
                    ("thermal motion", delta_thermal),
                    ("film", delta_film)):
    e = axial_levels(delta)
    vec = np.linalg.eigh(lam * A + delta * Pz)[1][:, 0]
    share = np.real(vec.conj() @ P_lower @ vec)
    print(f"{name}: delta = {delta:.4f} eV")
    print("  three pair levels (eV):", " ".join(f"{v:.4f}" for v in e))
    print(f"  outer separation = {e[0] - e[2]:.4f} eV")
    print(f"  j=1/2 share of lowest pair = {share:.3f} (no unit)")
print(f"film grid check, top level = {film_levels[-1]:.5f} eV")
print(f"film formula, top level = {film_formula[0]:.5f} eV")
print(f"split-off Boltzmann factor = {boltzmann:.2e} (no unit)")
print(f"Fermi level inside valence band = {fermi_depth:.2f} eV")
print(f"split-off hole occupation then = {occupation:.2e} (no unit)")
print("no test failed")
```

Running it gives:

```
spin-orbit parameter lambda = 0.10 eV
six eigenvalues (eV): -0.200 -0.200 0.100 0.100 0.100 0.100
splitting for lambda L.sigma = 0.300 eV
splitting / lambda = 3.000000 (no unit)
splitting for lambda L.S = 0.150 eV
crystal model: Es = -6.0 eV, Ep = 2.0 eV
crystal model: Vss = -1.7 eV, Vsp = 2.3 eV
crystal model: Vpp_sigma = 2.7 eV
crystal model: Vpp_pi = -0.7 eV
summed p-p coupling = 1.7333 eV
valence p levels (eV): 0.0667 0.0667 0.3667 0.3667 0.3667 0.3667
valence splitting = 0.3000 eV
antibonding p splitting = 0.3000 eV
gamma1 = 13.0, gamma2 = 4.0 (no unit, rough)
temperature = 300 K, kT = 0.02585 eV
thermal heavy-hole wavevector = 0.368 1/nm
film width = 5.0 nm, pi/width = 0.628 1/nm
deformation potential b = -2.5 eV (rough)
in-plane strain = -1.00 %
out-of-plane strain = 0.75 %
strain: delta = -0.1313 eV
  three pair levels (eV): 0.1000 0.0267 -0.2579
  outer separation = 0.3579 eV
  j=1/2 share of lowest pair = 0.950 (no unit)
thermal motion: delta = -0.1241 eV
  three pair levels (eV): 0.1000 0.0299 -0.2540
  outer separation = 0.3540 eV
  j=1/2 share of lowest pair = 0.956 (no unit)
film: delta = -0.3610 eV
  three pair levels (eV): 0.1000 -0.0381 -0.4229
  outer separation = 0.5229 eV
  j=1/2 share of lowest pair = 0.733 (no unit)
film grid check, top level = 0.02480 eV
film formula, top level = 0.02479 eV
split-off Boltzmann factor = 9.12e-06 (no unit)
Fermi level inside valence band = 0.10 eV
split-off hole occupation then = 4.36e-04 (no unit)
no test failed
```
